# Tunnelling and zero-point motion of oxygen on a 1 eV barrier

## Problem

An oxygen atom of mass $m=16$ u moves through an oxide along a line on which its potential energy is

$$V(x)=\frac{V_0}{2}\left[1+\cos\frac{2\pi x}{a}\right],\qquad V_0=1\ \text{eV},\quad a=0.3\ \text{nm}.$$

(a) At what temperature $T_0$ does tunnelling well below the barrier top take over from crossing near the top?

(b) By what factor do tunnelling and zero-point motion change the hopping rate at 1273 K (furnace oxidation), 673 K (radical or plasma oxidation) and 300 K?

(c) Is it enough, for neglecting tunnelling, that $T$ lies above $T_0$?

The lattice is rigid, the atom is in thermal equilibrium in its well, and every crossing counts as a hop. Rates are for one side of the well. Energies are in eV or meV, and $\beta=1/k_BT$.

## Solution

### One frequency for the top and the well

Near the top at $x=0$, $\cos z\approx 1-z^2/2$ gives

$$V\approx V_0-\frac{V_0}{4}\left(\frac{2\pi}{a}\right)^2x^2\equiv V_0-\tfrac12 m\omega^2x^2,\qquad \omega=\frac{2\pi}{a}\sqrt{\frac{V_0}{2m}} .$$

At the bottom, $x=a/2$, the cosine has the opposite sign, so the well has the same curvature with a plus sign. The same $\omega$ therefore governs tunnelling at the top and zero-point motion in the well. Numerically,

$$\omega=\frac{2\pi}{3.0\times10^{-10}\,\text{m}}\sqrt{\frac{1.602\times10^{-19}\,\text{J}}{2\times2.657\times10^{-26}\,\text{kg}}}=3.64\times10^{13}\ \text{rad/s},$$

so $\hbar\omega=23.9$ meV, and the harmonic zero-point energy is 12.0 meV.

### Transmission near the top

Let $q=x\sqrt{m\omega/\hbar}$ and $\eta=(E-V_0)/\hbar\omega$. The Schrödinger equation for the parabolic top becomes

$$\psi''+(q^2+2\eta)\psi=0 .$$

Far from the top the local wavenumber is $\sqrt{q^2+2\eta}\approx |q|+\eta/|q|$. Its integral is the phase $q^2/2+\eta\ln|q|$, and constant flux requires an amplitude $|q|^{-1/2}$. For a wave arriving from the left,

$$\psi\to t\,q^{\,i\eta-1/2}e^{iq^2/2}\quad(q\to+\infty),$$
$$\psi\to |q|^{-i\eta-1/2}e^{-iq^2/2}+r\,|q|^{\,i\eta-1/2}e^{iq^2/2}\quad(q\to-\infty).$$

To connect $r$ with $t$, follow the transmitted wave along a large half circle $q=|q|e^{i\varphi}$, with $\varphi$ from 0 to $\pi$. In the first quarter $e^{iq^2/2}$ is the small exponential, and the large one is absent. In the second quarter $e^{iq^2/2}$ is the large one, so its coefficient stays well defined, while the small exponential may appear beneath it and become the incident wave at $\varphi=\pi$. Matching the coefficients of $e^{iq^2/2}$ at $\varphi=\pi$ gives

$$r=t\,(e^{i\pi})^{i\eta-1/2}=-i\,t\,e^{-\pi\eta}.$$

With $|r|^2+|t|^2=1$, the transmission probability $P=|t|^2$ is

$$P(E)=\frac{1}{1+e^{-2\pi\eta}}=\frac{1}{1+e^{(V_0-E)/k_BT_0}},\qquad k_BT_0=\frac{\hbar\omega}{2\pi}.$$

The classical step at $E=V_0$ is smeared over an energy of order $k_BT_0=23.94/2\pi=3.81$ meV, which corresponds to

$$T_0=44.2\ \text{K}.$$

As a test, the Schrödinger equation was solved numerically for one full cosine hump joined to flat leads at the level of the well bottom. The slope of $\ln(1/P-1)$ at $E=V_0$ gives 44.2 K as well. That $T_0$ is the temperature asked for in (a) is shown further on.

### Thermal average over the barrier

Atoms moving to the right with momentum in $dp$ contribute a flux $v\,(dp/h)\,e^{-\beta E}/Q$, where $Q$ is the partition function of the well. Since $v\,dp=dE$, the rate is

$$k=\frac{1}{hQ}\int P(E)\,e^{-\beta E}\,dE .$$

Classically $P$ is a step at $V_0$ and the harmonic well has $Q_{\rm cl}=k_BT/\hbar\omega$, so that

$$k_{\rm cl}=\frac{k_BT}{hQ_{\rm cl}}e^{-\beta V_0}=\frac{\omega}{2\pi}e^{-\beta V_0}.$$

At 1273 K, where $k_BT=109.7$ meV, this is $5.79\times10^{12}\,e^{-9.12}=6.4\times10^{8}$ per second.

The tunnelling factor $\kappa$ is the quantum flux integral divided by the classical one. With $y=(V_0-E)/k_BT_0$ and $\rho=T_0/T$,

$$\kappa=\beta\int P\,e^{\beta(V_0-E)}dE=\rho\int_{-\infty}^{\infty}\frac{e^{\rho y}}{1+e^{y}}\,dy .$$

The range has been extended to $E=-\infty$, which is harmless while the integrand has died out well above the well bottom. At large $y$ the integrand falls as $e^{-(1-\rho)y}$, so the integral exists for $\rho<1$, that is, for $T>T_0$.

Call the integral $I$. Shifting $y$ by $2\pi i$ multiplies the integrand by $e^{2\pi i\rho}$. A rectangle between the two lines encloses one pole, at $y=i\pi$, with residue $e^{i\pi\rho}/e^{i\pi}=-e^{i\pi\rho}$. Hence

$$(1-e^{2\pi i\rho})I=-2\pi i\,e^{i\pi\rho}\ \Rightarrow\ I=\frac{2\pi i}{e^{i\pi\rho}-e^{-i\pi\rho}}=\frac{\pi}{\sin\pi\rho},$$

$$\kappa=\frac{x}{\sin x},\qquad x=\frac{\pi T_0}{T}=\frac{\hbar\omega}{2k_BT}.$$

(From here on $x$ denotes this ratio, except where $dx$ marks an integral over position.) For small $x$, $\sin x\approx x-x^3/6$ and $\kappa\approx1+x^2/6$.

The missing first-order term hides some tunnelling. For $T\gg T_0$, crossings below the top contribute

$$\rho\int_0^\infty\frac{dy}{1+e^{y}}=\rho\ln2 .$$

Above the top, the reflected fraction is $1-P=1/(1+e^{|y|})$, and it removes the same amount, $\rho\ln 2$. The gain and the loss cancel to first order. At 1273 K the numerical $P(E)$ puts 2.5% of all crossings below the top (the estimate $\rho\ln2$ gives 2.4%), yet the net flux rises by only 0.2%.

### Zero-point motion in the well

The levels $\hbar\omega(n+\tfrac12)$ give

$$Q=\sum_{n=0}^\infty e^{-2x(n+1/2)}=\frac{e^{-x}}{1-e^{-2x}}=\frac{1}{2\sinh x},\qquad Q_{\rm cl}=\frac{1}{2x}.$$

The rate is proportional to $1/Q$, so quantizing the well multiplies it by

$$\frac{Q_{\rm cl}}{Q}=\frac{\sinh x}{x}\approx1+\frac{x^2}{6}.$$

It would be wrong at high temperature merely to lower the barrier by the zero-point energy. At 1273 K that would give $e^{x}=e^{0.109}=1.12$, a 12% increase. The full factor is $e^{x}(1-e^{-2x})/2x$, and the excited levels cancel the first-order term, leaving 0.2%.

Together,

$$\frac{k}{k_{\rm cl}}=\frac{x}{\sin x}\,\frac{\sinh x}{x}=\frac{\sinh x}{\sin x}\approx1+\frac{x^2}{3}.$$

In this harmonic formula tunnelling and zero-point motion contribute equally to the leading correction, $x^2/6$ each.

### The cases

The factors below come from the numerical $P(E)$ and from the numerically computed levels of the periodic cosine potential. For the zero-point column, the classical partition function is also that of the full cosine, so that the column shows only the effect of quantization. The last column is the harmonic formula.

| $T$ (K) | $x$ | tunnelling | zero-point | total | $\sinh x/\sin x$ |
|---|---|---|---|---|---|
| 1273 | 0.109 | 1.0021 | 1.0018 | 1.0039 | 1.0040 |
| 673 | 0.206 | 1.0073 | 1.0067 | 1.0141 | 1.0143 |
| 300 | 0.463 | 1.037 | 1.035 | 1.074 | 1.074 |

This answers (b): the rate rises by 0.4%, 1.4% and 7%.

The two factors of the harmonic formula err in opposite directions, so their errors partly cancel in the total. At 1273 K it gives an excess over one of 0.00199 for each factor, while the numerical excesses are 0.00210 for tunnelling and 0.00175 for zero-point motion. Relative to the formula these differ by 6% and 12%, which is of the order of $k_BT/V_0=0.11$, the measure of how far the thermal atom explores the anharmonic part of the cosine.

A change of rate can also be read as a change of barrier, $\Delta V=k_BT\ln(k/k_{\rm cl})$. At 1273 K this is $109.7\times0.0038=0.4$ meV, and at 300 K it is $25.85\times0.071=1.8$ meV.

### What happens at the crossover

Well below the top, the semiclassical transmission is

$$P\approx e^{-2\theta},\qquad 2\theta(E)=\frac{2}{\hbar}\int\sqrt{2m(V-E)}\,dx,$$

taken between the turning points. The integrand vanishes there, so the moving limits add nothing to the derivative:

$$\frac{d\ln P}{dE}=\frac{2}{\hbar}\int\frac{m\,dx}{\sqrt{2m(V-E)}}=\frac{\tau(E)}{\hbar}.$$

Here $\tau$ is the period of a classical particle oscillating in the inverted potential $-V$. Write $V=V_0\cos^2u$ with $u=\pi x/a$, now with $x$ as position, and $E=V_0(1-\lambda)$. Then $V-E=V_0(\lambda-\sin^2u)$, and the substitution $\sin u=\sqrt\lambda\sin\varphi$ gives

$$\tau=\frac{4}{\omega}\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-\lambda\sin^2\varphi}}=\frac{4}{\omega}K(\lambda),\qquad \lambda=1-\frac{E}{V_0},$$

where $K$ is the complete elliptic integral. Since $K\ge\pi/2$,

$$\frac{d\ln P}{dE}\ge\frac{2\pi}{\hbar\omega}=\frac{1}{k_BT_0}.$$

The weight of an energy in the rate is $P\,e^{-\beta E}$, with logarithmic slope $\tau/\hbar-\beta$. For $T>T_0$ this slope is positive at every energy to which the semiclassical form applies, so the weight rises towards the top. For $T<T_0$ it peaks below the top, where $\tau(E)=\hbar\beta$. At 30 K this condition gives 0.176 eV, and the numerical $P(E)$ gives the same. In this semiclassical form the peak moves down continuously from $V_0$ as $T$ falls through $T_0$; the smooth step in the exact $P(E)$ blurs the onset. With it the peak slips below the top near $2T_0$, but it is still only about 6 meV below at $1.2\,T_0$ and 20 meV below at $T_0$; the rapid descent to deep tunnelling comes below $T_0$. This answers (a): $T_0=44$ K marks the change of route.

It doesn't mark the point at which tunnelling starts to matter. At $2T_0=88$ K, $x=\pi/2$ and $\kappa=\pi/2=1.57$. The numerical factor reaches 2 at 73 K and is still 1.10 at 186 K, more than four times $T_0$. The answer to (c) is therefore no: the condition is $(\pi T_0/T)^2/6\ll1$, and oxidation temperatures meet it because they lie far above $T_0$.

At $T_0$ itself $x/\sin x$ diverges, because the parabola continues downwards without limit. The cosine removes the divergence. With $s=V_0-E$, expanding the elliptic integral gives $K\approx\frac{\pi}{2}(1+s/4V_0)$, and integrating $\tau/\hbar$ from the top gives

$$2\theta\approx\frac{1}{k_BT_0}\left(s+\frac{s^2}{8V_0}\right).$$

At $T=T_0$ the linear term cancels against the Boltzmann factor:

$$\kappa(T_0)\approx\frac{1}{k_BT_0}\int_0^\infty e^{-s^2/(8V_0k_BT_0)}ds=\frac12\sqrt{\frac{8\pi V_0}{k_BT_0}}=41 .$$

The numerical value is 39. The classical rate it multiplies is about $10^{-101}$ per second, so for this barrier no hop would be seen at the crossover.

### What limits a rate estimate at 1273 K

The quantum correction of 0.4% has to be compared with what the model leaves out.

**Furnace temperature.** One kelvin more raises the classical rate by 0.7%, nearly twice the quantum correction.

**Barrier height.** In a disordered network the barriers differ from site to site. A barrier lower by 0.05 eV gives a factor $e^{50/109.7}=1.58$.

**Shape of the well.** The harmonic $Q_{\rm cl}$ is too small. With $u$ now measured from the bottom, $V\approx V_0(u^2-u^4/3)$. The quartic term raises $Q_{\rm cl}$ by the fraction $\beta V_0\langle u^4\rangle/3$, and the Gaussian average $\langle u^4\rangle=3/(4\beta^2V_0^2)$ makes this $k_BT/4V_0=2.7\%$. The full cosine lowers the classical rate by 3.1%.

**Transverse vibrations.** Suppose that two modes perpendicular to the path stiffen from 60 meV in the well to 80 meV at the top; these are chosen values. Classically each mode contributes the ratio of its frequencies, so the rate is multiplied by $(60/80)^2=0.56$. Quantization adds, per mode, the factor $\sinh x/x$ of the well divided by that of the top. To leading order the two modes together give

$$1-2\,\frac{80^2-60^2}{24\times109.7^2}=0.981 .$$

The sum over levels also gives 0.981. This reduction of 1.9% is larger than the gain of 0.4% along the path and has the opposite sign. With these modes, the net quantum effect at 1273 K is to slow the atom slightly. The effect grows on cooling: the same two modes give 0.93 at 673 K and 0.73 at 300 K, which outweighs the gains of 1.4% and 7% along the path.

**Friction.** Near the top, a drag $\gamma$ gives $\ddot x=\omega^2x-\gamma\dot x$. Growth as $e^{\mu t}$ requires $\mu^2+\gamma\mu-\omega^2=0$, so

$$\mu=\sqrt{\omega^2+\gamma^2/4}-\gamma/2 .$$

If the drag comes from a bath of harmonic oscillators, $\mu$ is the frequency of the unstable normal mode of atom and bath. The parabolic transmission formula then applies to that mode, and the crossover becomes $\hbar\mu/2\pi k_B$. For the strong friction $\gamma=\omega$, $\mu=0.618\,\omega$, and the crossover falls to 27 K. A bath of 600 oscillators, diagonalized numerically, gives $0.620\,\omega$.

The classical rate falls by the same factor. In the harmonic approximation it is $1/2\pi$ times the product of all well frequencies divided by the product of the stable frequencies at the top. The coupling shifts no energy once the bath has relaxed around the atom, so the determinants of the two force-constant matrices are $\pm\omega^2\prod\omega_j^2$, with $\omega_j$ the bath frequencies. The stable frequencies at the top then multiply to $\omega\prod\omega_j/\mu$, and the prefactor is $\mu/2\pi$ in place of $\omega/2\pi$.

The lower crossover must not be inserted into the high-temperature correction $x^2/3$. When $k_BT$ exceeds all the quanta, the leading correction of atom and bath together depends only on the sum of the squared frequencies, with $-\mu^2$ for the unstable mode. This sum is the trace of the mass-weighted force-constant matrix, and between well and top it differs by $2\omega^2$ with or without the coupling. To leading order the correction therefore remains $x^2/3$ with the original $\omega$. The bath of 600 oscillators above has quanta beyond $k_BT$, and friction then lowers the excess a little: it is 0.00391 against $x^2/3=0.00397$ at 1273 K, and 0.067 against 0.071 at 300 K.

### The real case

A barrier near 1 eV and a hop of a few tenths of a nanometre are rough values of the right size for oxygen moving through silicon dioxide. In dry furnace oxidation of silicon, near 1000 °C, the main diffusing species is the O$_2$ molecule. Treated as a point of twice the mass on the same barrier, it has $T_0=44.2/\sqrt2=31$ K, and its quantum correction, proportional to $1/m$, is half as large. Atomic oxygen matters more in radical and plasma oxidation, near 400 °C in the example. There an atom may also exchange places with network oxygen, a path that a rigid cosine does not describe. The absolute rate is uncertain by far more than the quantum correction: at 1273 K, lowering the barrier by 0.05 eV raises it by 58%, while the transverse modes and the friction chosen above lower it by 44% and 38%.

The conclusion about tunnelling is much less sensitive. Since $T_0\propto\sqrt{V_0/m}\,/a$, a barrier of 2 eV with the same period and mass raises $T_0$ by 41%, to 63 K. For the total correction at 1273 K to reach 10%, $x^2/3=0.1$ requires $x=0.55$ and hence $T_0\approx220$ K. With $V_0$ and $m$ held fixed, the period would have to shrink fivefold, to 0.06 nm, far below the spacing of sites in an oxide. At 673 K about half that $T_0$ suffices, which corresponds to a period a little over 0.11 nm, still well below the 0.3 nm assumed here. Within this one-dimensional model, and for barriers of about this height and width, neglecting tunnelling of oxygen at both oxidation temperatures is therefore safe. The cosine, however, ties the curvature to the hop length, which a real path need not do. Expressed as a quantum, the 10% mark is $\hbar\omega\approx120$ meV at 1273 K but only about 62 meV at 673 K, close to the 60 meV chosen above for the transverse modes. With $\hbar\omega=60$ meV at the top and in the well, the harmonic formula at 673 K gives 1.05 for tunnelling and 1.09 in total. For a real path the curvatures at the saddle and in the well, not the hop length, have to be inserted.

## Computed results

```
barrier height V0 = 1.00 eV
period a = 0.30 nm
oxygen mass = 16.0 u
angular frequency omega = 3.6368e+13 rad/s
attempt frequency omega/2pi = 5.788e+12 1/s
quantum hbar*omega = 23.94 meV
harmonic zero-point energy = 11.97 meV
kB*T0 = 3.810 meV
crossover temperature T0 = 44.21 K
T0 from slope of exact P(E) at top = 44.22 K
T0 for O2 molecule, same barrier = 31.26 K
T = 1273 K: kB*T = 109.70 meV, x = 0.1091
  tunnelling factor: exact 1.00210, x/sin x 1.00199
  zero-point factor: exact 1.00175, sinh x/x 1.00199
  total factor: exact 1.00385, formula 1.00398
  share of crossings below top: exact 2.51 %, ln2*T0/T 2.41 %
  classical harmonic rate per side = 6.361e+08 1/s
T = 673 K: kB*T = 57.99 meV, x = 0.2064
  tunnelling factor: exact 1.00734, x/sin x 1.00713
  zero-point factor: exact 1.00668, sinh x/x 1.00711
  total factor: exact 1.01407, formula 1.01430
  share of crossings below top: exact 4.91 %, ln2*T0/T 4.55 %
  classical harmonic rate per side = 1.879e+05 1/s
T = 300 K: kB*T = 25.85 meV, x = 0.4630
  tunnelling factor: exact 1.03709, x/sin x 1.03664
  zero-point factor: exact 1.03512, sinh x/x 1.03611
  total factor: exact 1.07351, formula 1.07407
  share of crossings below top: exact 11.92 %, ln2*T0/T 10.21 %
  classical harmonic rate per side = 9.189e-05 1/s
tunnelling factor at 2*T0 = 88.4 K: 1.571
tunnelling adds 10 % at T = 186.0 K
tunnelling adds 100 % at T = 73.2 K
tunnelling factor at T0: exact 39.3, formula 40.6
log10(classical rate at T0 in 1/s) = -101.2
dominant energy at 30 K: formula 0.176 eV, exact P(E) 0.176 eV
Neglected effects, factors on the rate at 1273 K:
  anharmonic classical prefactor: 0.9689
  barrier lower by 0.05 eV: 1.577
  furnace hotter by 1 K: 1.00718
  transverse quanta: well 60 meV, saddle 80 meV
  two transverse modes, classical: 0.5625
  two transverse modes, quantum correction: 0.9809
  friction gamma = omega, mu/omega: formula 0.6180, bath 0.6199
crossover temperature with this friction = 27.3 K
```
